**Dirac-Coulomb levels from the squared equation**

For an electron in the potential $-a/r$, with $a = Z\alpha$ and $\hbar = c = m = 1$, the program tests the result $E = 1/\sqrt{1 + a^2/N^2}$, $N = n_r + \gamma$, $\gamma = \sqrt{k^2 - a^2}$. Here $k$ is the eigenvalue of $K = \beta(\boldsymbol\Sigma\cdot\mathbf L + 1)$, and $n_r = 0$ occurs only for $k > 0$. It asserts the operator identities for $\Lambda = -\beta K - ia\alpha_r$ by applying Cartesian derivatives to a trial spinor and evaluating at one point, and it asserts the eigenvectors of $\Lambda$ for $k = \pm1, \pm2$. The Coulomb spectrum at noninteger angular momentum is asserted by diagonalization in a Laguerre basis. Shooting on the first-order radial equations for $Z = 82$ finds 3, 2, 2 and 1 levels for $k = 1, -1, 2, -2$ in the scanned range, as the formula requires, with a largest deviation of $3.9\times10^{-13}\,mc^2$. The closed wave functions are inserted in the radial Dirac equation at two radii, and the $n_r = 0$, $k < 0$ solutions are shown to belong to the equation with reversed mass. The output gives a 1s binding energy of 101.6 keV for a point lead nucleus, and a false level at 0.315270 $mc^2$ for which $r$ times the Dirac spinor behaves as $r^{-\gamma}$ at the origin.

## Numerical verification

```python
"""Dirac-Coulomb problem solved through its squared equation (hbar = c = m = 1).

Result under test: with V = -a/r, a = Z*alpha, K = beta(Sigma.L + 1) and
Lambda = -beta K - i a alpha_r, the squared Dirac equation has the angular
operator Lambda(Lambda+1), where Lambda = +-gamma, gamma = sqrt(k^2 - a^2).
It is a Schroedinger Coulomb equation with ell = gamma or gamma - 1, and
E = 1/sqrt(1 + a^2/N^2), N = n_r + gamma, with n_r = 0 only for k > 0.
k is the eigenvalue of K (k = 1 for s1/2, -1 for p1/2, 2 for p3/2).
Radial spinor: psi = (P Omega, i Q sigma_r Omega)/r.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import roots_genlaguerre, eval_genlaguerre

# ---------- operator identities with Cartesian derivatives ----------
x, y, z = coords = sp.symbols("x y z", real=True)
radius = sp.sqrt(x**2 + y**2 + z**2)
I = sp.I
pauli = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -I], [I, 0]]),
         sp.Matrix([[1, 0], [0, -1]])]
zero2 = sp.zeros(2, 2)
alpha_mat = [sp.Matrix(sp.BlockMatrix([[zero2, s], [s, zero2]])) for s in pauli]
sigma_mat = [sp.Matrix(sp.BlockMatrix([[s, zero2], [zero2, s]])) for s in pauli]
beta = sp.diag(1, 1, -1, -1)
a_test, E_test = sp.Rational(3, 5), sp.Rational(7, 10)
alpha_r = (alpha_mat[0] * x + alpha_mat[1] * y + alpha_mat[2] * z) / radius
sigma_r = (pauli[0] * x + pauli[1] * y + pauli[2] * z) / radius
point = {x: sp.Rational(3, 10), y: sp.Rational(-7, 10), z: sp.Rational(11, 10)}


def momentum(i, f):
    return -I * f.diff(coords[i])


def angular(i, f):
    j, l = (i + 1) % 3, (i + 2) % 3
    return coords[j] * momentum(l, f) - coords[l] * momentum(j, f)


def K_op(f):
    total = f
    for i in range(3):
        total = total + sigma_mat[i] * angular(i, f)
    return beta * total


def Lambda_op(f):
    return -beta * K_op(f) - I * a_test * alpha_r * f


def slash(f):
    total = (E_test + a_test / radius) * f
    for i in range(3):
        total = total - alpha_mat[i] * momentum(i, f)
    return beta * total


def value(f):
    return np.array([complex(c) for c in f.subs(point).evalf(20)])


def same(f, g):
    return np.allclose(value(f), value(g), rtol=1e-11, atol=1e-11)


trial = sp.Matrix([1 + x * y, z**2 + I * x, y - x * z, x**2 + I * y * z])
p_squared = sp.zeros(4, 1)
L_squared = sp.zeros(4, 1)
radial_derivative = sp.zeros(4, 1)
for i in range(3):
    p_squared += momentum(i, momentum(i, trial))
    L_squared += angular(i, angular(i, trial))
    radial_derivative += coords[i] * trial.diff(coords[i]) / radius
Lam = Lambda_op(trial)
LamLam = Lambda_op(Lam)

assert same(slash(slash(trial)),
            (E_test + a_test / radius)**2 * trial - p_squared
            + I * a_test * alpha_r * trial / radius**2)
assert same(L_squared - a_test**2 * trial - I * a_test * alpha_r * trial,
            LamLam + Lam)
assert same(LamLam, K_op(K_op(trial)) - a_test**2 * trial)
assert same(beta * slash(trial),
            I * alpha_r * (radial_derivative + trial / radius + Lam / radius
                           - I * E_test * alpha_r * trial))
assert same(Lambda_op(beta * alpha_r * trial), -beta * alpha_r * Lam)

# eigenvectors of Lambda on explicit spin-angle functions
s_half = sp.Matrix([1, 0])
p_three_half = sp.Matrix([(x + I * y) / radius, 0])
spin_angle = {1: s_half, -1: sigma_r * s_half,
              2: p_three_half, -2: sigma_r * p_three_half}
for k, omega in spin_angle.items():
    g_test = sp.sqrt(k**2 - a_test**2)
    for lam, (u, v) in ((-g_test, (k + g_test, a_test)),
                        (g_test, (a_test, k + g_test))):
        state = sp.Matrix.vstack(u * omega, I * v * sigma_r * omega)
        assert same(K_op(state), k * state)
        assert same(Lambda_op(state), lam * state)

# ---------- physical parameters: hydrogen-like Pb, point nucleus ----------
Z = 82
a = Z * const.fine_structure
mc2_keV = const.m_e * const.c**2 / const.e / 1e3


def gamma_of(k):
    return np.sqrt(k * k - a * a)


def energy(N):
    return 1 / np.sqrt(1 + (a / N)**2)


overlaps = {}
for k in (1, -1, 2, -2):
    _, vec = np.linalg.eig(np.array([[-k, a], [-a, k]]))
    overlaps[k] = abs(vec[:, 0] @ vec[:, 1])
    assert abs(overlaps[k] - a / abs(k)) < 1e-12

# ---------- Schroedinger Coulomb spectrum at noninteger ell ----------


def coulomb_levels(ell, size=34, scale=0.9):
    """Lowest levels of p^2/2 + ell(ell+1)/(2r^2) - 1/r, regular basis."""
    t, w = roots_genlaguerre(50, 2 * ell)
    order = 2 * ell + 2
    L = np.array([eval_genlaguerre(j, order, t) for j in range(size)])
    dL = np.array([0 * t if j == 0 else -eval_genlaguerre(j - 1, order + 1, t)
                   for j in range(size)])
    A = (ell + 1 - t / 2) * L + t * dL
    H = (0.5 * scale**2 * ((A * w) @ A.T + ell * (ell + 1) * (L * w) @ L.T)
         - scale * (L * w * t) @ L.T)
    S = (L * w * t**2) @ L.T
    norm = 1 / np.sqrt(np.diag(S))
    rescale = np.outer(norm, norm)
    return eigh(H * rescale, S * rescale, eigvals_only=True)[:3]


for k in (1, 2):
    for ell in (gamma_of(k), gamma_of(k) - 1):
        expected = -0.5 / (np.arange(3) + ell + 1)**2
        assert np.allclose(coulomb_levels(ell), expected, rtol=0, atol=1e-8)

# ---------- Dirac levels by shooting on the first-order equations ----------
r_match = 3.0


def shoot(E, k, r_start):
    """Arbitrary start vector: the wanted solution outgrows the other one."""
    def rhs(t, f):
        r = np.exp(t)
        return [k * f[0] - ((E + 1) * r + a) * f[1],
                -k * f[1] + ((E - 1) * r + a) * f[0]]
    sol = solve_ivp(rhs, (np.log(r_start), np.log(r_match)), [1.0, 0.3],
                    method="DOP853", rtol=1e-10, atol=1e-12)
    assert sol.success
    end = sol.y[:, -1]
    return end / np.linalg.norm(end)


def mismatch(E, k):
    out, inn = shoot(E, k, 1e-10), shoot(E, k, 120.0)
    return out[0] * inn[1] - out[1] * inn[0]


N_limit = 3.35
scan = energy(np.linspace(0.45, N_limit, 15))
shot = {}
worst = 0.0
for k in (1, -1, 2, -2):
    m_values = [mismatch(E, k) for E in scan]
    shot[k] = [brentq(mismatch, scan[i], scan[i + 1], args=(k,), xtol=1e-12)
               for i in range(len(scan) - 1) if m_values[i] * m_values[i + 1] < 0]
    first = 0 if k > 0 else 1
    formula = [energy(n + gamma_of(k)) for n in range(first, 6)
               if n + gamma_of(k) < N_limit]
    assert len(shot[k]) == len(formula)
    worst = max(worst, np.max(np.abs(np.array(shot[k]) - formula)))
assert worst < 1e-7
ground_vector = shoot(shot[1][0], 1, 1e-10)
ground_ratio = ground_vector[1] / ground_vector[0]
assert abs(ground_ratio - a / (1 + gamma_of(1))) < 1e-7

# ---------- closed wave functions inserted in the Dirac equation ----------
mp.mp.dps = 25
am = mp.mpf(a)


def coulomb_function(r, ell, n, q):
    return r**(ell + 1) * mp.exp(-q * r) * mp.hyp1f1(-n, 2 * ell + 2, 2 * q * r)


def slash_radial(f, r, E, k):
    P, Q = f(r)
    dP = mp.diff(lambda s: f(s)[0], r)
    dQ = mp.diff(lambda s: f(s)[1], r)
    return ((E + am / r) * P - dQ - k * Q / r,
            -(E + am / r) * Q - dP + k * P / r)


def parameters(k, n):
    g = mp.sqrt(k * k - am**2)
    N = n + g
    E = 1 / mp.sqrt(1 + (am / N)**2)
    upper_coef = 1 + E * k / g
    ladder_coef = -(am * E)**2 * (1 / g**2 - 1 / N**2) / (2 * g + 1)
    return g, E, am * E / N, upper_coef, ladder_coef


def close(u, v):
    return all(abs(s - t) < mp.mpf("1e-10") for s, t in zip(u, v))


for k in (1, -1, 2, -2):
    for n in range(3):
        g, E, q, c_up, c_lad = parameters(k, n)

        def phi(r):
            F = coulomb_function(r, g - 1, n, q)
            return ((k + g) * F, am * F)

        def psi(r):
            F = coulomb_function(r, g - 1, n, q)
            G = c_lad * coulomb_function(r, g, n - 1, q) if n > 0 else mp.mpf(0)
            return (c_up * (k + g) * F - G * am, c_up * am * F - G * (k + g))

        for r in (mp.mpf("0.3"), mp.mpf(2)):
            image = slash_radial(phi, r, E, k)
            assert close([s + t for s, t in zip(image, phi(r))], psi(r))
            if n == 0 and k < 0:
                # this solution belongs to the equation with mass -1
                assert close(image, [-s for s in phi(r)])
                assert max(abs(s) for s in phi(r)) > 1e-3
            else:
                assert close(slash_radial(psi, r, E, k), psi(r))
                assert max(abs(s) for s in psi(r)) > 1e-3

# false level: the r^(1-gamma) solution of the squared equation, k = 1
g1 = mp.sqrt(1 - am**2)
E_false = 1 / mp.sqrt(1 + (am / (1 - g1))**2)
q_false = am * E_false / (1 - g1)


def phi_false(r):
    F = r**(1 - g1) * mp.exp(-q_false * r)
    return ((1 + g1) * F, am * F)


for r in (mp.mpf("0.3"), mp.mpf(2)):
    F = phi_false(r)[1]
    curvature = mp.diff(lambda s: phi_false(s)[1], r, 2)
    assert abs(curvature + (-g1 * (g1 - 1) / r**2 + 2 * am * E_false / r
                            - (1 - E_false**2)) * F) < 1e-10


def false_psi_upper(r):
    return abs(slash_radial(phi_false, r, E_false, 1)[0] + phi_false(r)[0])


r_small = mp.mpf("1e-8")
slope = mp.log(false_psi_upper(10 * r_small) / false_psi_upper(r_small)) / mp.log(10)
assert abs(slope + g1) < 1e-5
assert 2 * g1 > 1

# ---------- printed numbers ----------
print(f"Z = {Z}")
print(f"a = Z*alpha = {a:.6f}")
print(f"electron rest energy = {mc2_keV:.4f} keV")
for k in (1, 2):
    g = gamma_of(k)
    print(f"|k|={k}: gamma = {g:.6f}")
    print(f"|k|={k}: ell = gamma-1 = {g - 1:.6f}")
    print(f"|k|={k}: gamma(gamma-1) = {g * (g - 1):.6f}")
    print(f"|k|={k}: gamma(gamma+1) = {g * (g + 1):.6f}")
    print(f"|k|={k}: eigenvector overlap = {overlaps[k]:.6f}")
levels = (("1s1/2", 1, 0, 1), ("2s1/2", 1, 1, 2),
          ("2p1/2", -1, 1, 2), ("2p3/2", 2, 0, 2))
for name, k, n, principal in levels:
    N = n + gamma_of(k)
    E = energy(N)
    E_shot = shot[k][n if k > 0 else n - 1]
    print(f"{name}: k = {k}, n_r = {n}, N = {N:.6f}")
    print(f"{name}: E formula = {E:.8f} mc^2")
    print(f"{name}: E shooting = {E_shot:.8f} mc^2")
    print(f"{name}: binding = {(1 - E) * mc2_keV:.3f} keV")
    print(f"{name}: nonrel. binding = "
          f"{a * a / (2 * principal**2) * mc2_keV:.3f} keV")
split = (energy(gamma_of(2)) - energy(1 + gamma_of(1))) * mc2_keV
print(f"2p3/2 - 2p1/2 splitting = {split:.3f} keV")
print(f"levels found for k=1,-1,2,-2: {[len(shot[k]) for k in (1, -1, 2, -2)]}")
print(f"scan range: E = {scan[0]:.4f} to {scan[-1]:.4f} mc^2")
print(f"largest |shooting - formula| = {worst:.1e} mc^2")
print(f"1s Q/P from shooting = {ground_ratio:.6f}")
print(f"1s Q/P = a/(1+gamma) = {a / (1 + gamma_of(1)):.6f}")
for name, k in (("2s1/2", 1), ("2p1/2", -1)):
    g, E, q, c_up, c_lad = parameters(k, 1)
    print(f"{name}: q = {float(q):.6f} mc/hbar")
    print(f"{name}: 1+E*k/gamma (m=1) = {float(c_up):.6f}")
    print(f"{name}: ladder coefficient g (m=1) = {float(c_lad):.6f}")
print(f"false level: E = {float(E_false):.6f} mc^2")
print(f"false level: exponent of r*psi at origin = {float(slope):.6f}")
print("verified")
```

It prints:

```
Z = 82
a = Z*alpha = 0.598383
electron rest energy = 510.9990 keV
|k|=1: gamma = 0.801210
|k|=1: ell = gamma-1 = -0.198790
|k|=1: gamma(gamma-1) = -0.159272
|k|=1: gamma(gamma+1) = 1.443148
|k|=1: eigenvector overlap = 0.598383
|k|=2: gamma = 1.908386
|k|=2: ell = gamma-1 = 0.908386
|k|=2: gamma(gamma-1) = 1.733552
|k|=2: gamma(gamma+1) = 5.550324
|k|=2: eigenvector overlap = 0.299191
1s1/2: k = 1, n_r = 0, N = 0.801210
1s1/2: E formula = 0.80121027 mc^2
1s1/2: E shooting = 0.80121027 mc^2
1s1/2: binding = 101.581 keV
1s1/2: nonrel. binding = 91.485 keV
2s1/2: k = 1, n_r = 1, N = 1.801210
2s1/2: E formula = 0.94900218 mc^2
2s1/2: E shooting = 0.94900218 mc^2
2s1/2: binding = 26.060 keV
2s1/2: nonrel. binding = 22.871 keV
2p1/2: k = -1, n_r = 1, N = 1.801210
2p1/2: E formula = 0.94900218 mc^2
2p1/2: E shooting = 0.94900218 mc^2
2p1/2: binding = 26.060 keV
2p1/2: nonrel. binding = 22.871 keV
2p3/2: k = 2, n_r = 0, N = 1.908386
2p3/2: E formula = 0.95419310 mc^2
2p3/2: E shooting = 0.95419310 mc^2
2p3/2: binding = 23.407 keV
2p3/2: nonrel. binding = 22.871 keV
2p3/2 - 2p1/2 splitting = 2.653 keV
levels found for k=1,-1,2,-2: [3, 2, 2, 1]
scan range: E = 0.6010 to 0.9844 mc^2
largest |shooting - formula| = 3.9e-13 mc^2
1s Q/P from shooting = 0.332212
1s Q/P = a/(1+gamma) = 0.332212
2s1/2: q = 0.315270 mc/hbar
2s1/2: 1+E*k/gamma (m=1) = 2.184461
2s1/2: ladder coefficient g (m=1) = -0.154836
2p1/2: q = 0.315270 mc/hbar
2p1/2: 1+E*k/gamma (m=1) = -0.184461
2p1/2: ladder coefficient g (m=1) = -0.154836
false level: E = 0.315270 mc^2
false level: exponent of r*psi at origin = -0.801210
verified
```
